# Bloch unfolding of the self-energy of a laterally repeated electrode, part 2

A semi-infinite electrode is attached to a device whose transverse cell holds $N=N_1N_2$ copies of the electrode's primitive cell, at integer positions $m=(m_1,m_2)$. The supercell self-energy follows from $N$ primitive ones. This part counts the saving, tests it on an example and shows where the construction fails.

Energies are in hartree and phases in radians. Each primitive cell has $\nu$ orbitals per layer. With $z=E+i\eta$, $\eta>0$, Hamiltonian $H$ and overlap $S$, let $A=zS-H$, with blocks $A_{ll'}$ between layers. Layer 0 is the last device layer; layers $1,2,\dots$ form the electrode, whose matrix is $A_{\rm EE}$. The overlap obeys $v^\dagger Sv\ge s\,v^\dagger v$ with $s>0$, so ${\rm Im}\,v^\dagger A_{\rm EE}v\ge\eta s\|v\|^2$. The self-energy is $\Sigma=A_{01}gA_{10}$, with $g=[A_{\rm EE}^{-1}]_{11}$, and $\Gamma=i(\Sigma-\Sigma^\dagger)$.

Bloch phases contain cell positions, not orbital positions: $A_{ll'}(k)=\sum_RA_{ll'}(R)e^{ik\cdot R}$. For phase $K$ per supercell, the shifted points are $k_p=((K_1+2\pi p_1)/N_1,(K_2+2\pi p_2)/N_2)$, $p_i=0,\dots,N_i-1$.

Assumption (a): within the electrode, and in the coupling between layers 0 and 1, $H$ and $S$ are unchanged by a translation through one primitive transverse cell. Then each supercell matrix is $W\,{\rm diag}_p[A(k_p)]\,W^\dagger$, with the unitary $W=U\otimes1_\nu$, $U_{mp}=e^{ik_p\cdot m}/\sqrt N$. The theorem and its trace rule are

$$\Sigma^{\rm sc}_{mn}(K)=\frac1N\sum_pe^{ik_p\cdot(m-n)}\Sigma(k_p), \tag{12}$$

$${\rm Tr}\,\Gamma^{\rm sc}(K)=\sum_p{\rm Tr}\,\Gamma(k_p). \tag{11}$$

Lemma 4: the blocks (12) depend on $d=m-n$ alone, $\Sigma^{\rm sc}_{mn}=B_d$, and at most $N$ are independent. Forming these term by term takes $N^2\nu^2$ multiplications, the count used below; summing one direction at a time takes $N(N_1+N_2)\nu^2$, and a fast Fourier transform takes of order $N\log N\,\nu^2$. Differences outside $0\le d_i<N_i$ add

$$\left[(2N_1-1)(2N_2-1)-N\right]\nu^2 \tag{14}$$

multiplications.

### The decimation algorithm

A count needs a definite algorithm. Let all electrode layers be identical, and let layers 0 and 1 be coupled like any two neighbouring electrode layers. From here on $A_{00}$ denotes the block within one electrode layer, not that of the last device layer. Use layer-doubling decimation for a matrix of size $M$, with $M=N\nu$ for the supercell and $M=\nu$ for the primitive cell. Let $G_l$ be the block of $A_{\rm EE}^{-1}$ between layers $l$ and 1. Then

$$e_sG_1+aG_2=1,\qquad bG_{l-1}+eG_l+aG_{l+1}=0\quad(l\ge2), \tag{15}$$

with starting values $e_s=e=A_{00}$, $a=A_{01}$, $b=A_{10}$. For even $l$ the second equation gives $G_l=-e^{-1}(bG_{l-1}+aG_{l+1})$. Inserting this for $l=2$ in the first equation gives

$$(e_s-ae^{-1}b)G_1-ae^{-1}a\,G_3=1 .$$

For odd $l\ge3$ both neighbours are replaced, with the result

$$-be^{-1}b\,G_{l-2}+(e-ae^{-1}b-be^{-1}a)G_l-ae^{-1}a\,G_{l+2}=0 .$$

These equations have the form (15) for the odd layers, with

$$e_s\to e_s-ae^{-1}b,\quad e\to e-ae^{-1}b-be^{-1}a,\quad a\to-ae^{-1}a,\quad b\to-be^{-1}b. \tag{16}$$

After $I$ steps the remaining layers are $2^I$ original layers apart. When $a$ and $b$ have fallen below a small threshold, the remaining coupling is neglected and $g\approx e_s^{-1}$.

The inverse $e^{-1}$ exists at every step. Let $u$ be a vector on the remaining layers, and let $w$ be its extension to all layers that satisfies the eliminated equations. Then $u^\dagger A_{\rm red}u=w^\dagger A_{\rm EE}w$, where $A_{\rm red}$ is the reduced matrix. Its imaginary part is at least $\eta s\|w\|^2\ge\eta s\|u\|^2$, where $s>0$ is the lower bound of the overlap. Taking $u$ on one layer shows that $e$ maps no nonzero vector to zero.

### Lemma 5: cost of one self-energy

Complex multiplications and divisions are counted together. Additions, the evaluation of phases, the search for pivots and the norm in the stopping rule are left out.

**Lemma 5.** With $I$ decimation steps, the self-energy of a matrix problem of size $M$ costs

$$C(M,I)=\frac{I(19M^3-M)+7M^3-M}{3}. \tag{17}$$

*Proof.* Consider Gaussian elimination with $r$ right-hand sides. When $j$ rows remain below the pivot, there are $j$ divisions for the row factors, $j^2$ multiplications in the matrix and $rj$ on the right-hand sides. The first two sum to

$$\sum_{j=1}^{M-1}(j^2+j)=\frac{(M-1)M(2M-1)}6+\frac{M(M-1)}2=\frac{M^3-M}3 .$$

The right-hand sides take $rM(M-1)/2$. Back substitution takes $rM$ divisions and another $rM(M-1)/2$ multiplications. All work on the right-hand sides is then $rM(M-1)+rM=rM^2$.

One step (16) needs $e^{-1}a$ and $e^{-1}b$, found together with $r=2M$ at a cost of $(M^3-M)/3+2M^3$. It also needs the four products $ae^{-1}b$, $be^{-1}a$, $ae^{-1}a$ and $be^{-1}b$, which cost $4M^3$. The sum is $(19M^3-M)/3$. At the end, $e_s^{-1}A_{10}$ is found with $r=M$ and multiplied by $A_{01}$. This costs $(M^3-M)/3+M^3+M^3=(7M^3-M)/3$. $\square$

To leading order in $M$ the cost is $\gamma M^3$, with

$$\gamma=\frac{19I+7}3 . \tag{18}$$

### Lemma 6: the number of steps

**Lemma 6.** If decimation stops when the spectral norms of $a$ and $b$ are both below a fixed threshold smaller than $\eta s$, the supercell needs as many steps as the slowest of its points $k_p$, apart from rounding.

*Proof.* At the start, each supercell matrix is $W\,{\rm diag}_p[\cdot]\,W^\dagger$. The rules (16) contain sums, products and inverses, all of which preserve this form with the same $W$. At every step, then, $a^{\rm sc}=W\,{\rm diag}_p[a(k_p)]\,W^\dagger$. Its spectral norm is the largest of the norms of the $a(k_p)$, and the same holds for $b$. A point that satisfies the rule continues to satisfy it in later steps: the bound on the imaginary part found above gives $\|e^{-1}\|\le1/(\eta s)$, so $\|ae^{-1}a\|\le\|a\|^2/(\eta s)\le\|a\|$ when $\|a\|<\eta s$, and likewise for $b$. The supercell therefore satisfies the rule at the step at which its slowest point first does. $\square$

### The saving

**Proposition.** Let all problems take $I$ steps. To leading order, the direct calculation costs $\gamma N^3\nu^3$ and the unfolded one $\gamma N\nu^3+N^2\nu^2$. The saving, defined as their ratio, is

$$Q=\frac{\gamma N^3\nu^3}{\gamma N\nu^3+N^2\nu^2}=\frac{N^2}{1+N/(\gamma\nu)} . \tag{19}$$

*Proof.* The direct cost is (17) with $M=N\nu$. The unfolded cost is $N$ times (17) with $M=\nu$, plus the phase sums of Lemma 4. Dividing numerator and denominator by $\gamma N\nu^3$ gives the last form. $\square$

For $N\ll\gamma\nu$ the saving is $N^2$. A factor $N^3$ is gained in the cost of each matrix problem, and a factor $N$ is lost because there are $N$ of them. At $N=\gamma\nu$ the phase sums cost as much as all the decimations, and the saving is $N^2/2$. For $N\gg\gamma\nu$ it tends to $\gamma\nu N$ and grows linearly. This crossover belongs to the term-by-term sum. With a fast Fourier transform the ratio $N/(\gamma\nu)$ in (19) is replaced by one of order $\log N/(\gamma\nu)$, and the counted saving stays close to $N^2$. Writing out the full matrix still means copying $N^2\nu^2$ entries, which this count leaves out. With $\nu=100$, $N=9$ and $I=15$ one has $\gamma=292/3\approx97.3$, so $N/(\gamma\nu)\approx0.0009$ and $Q\approx80.9$ in place of 81.

If some points converge in fewer steps than the slowest, the unfolded cost falls, while by Lemma 6 the direct cost does not. To leading order, the saving is then larger than (19) with the supercell's $I$.

Equation (19) concerns the self-energy alone. If the rest of the transport calculation costs $X$, the overall gain is $(C_{\rm dir}+X)/(C_{\rm unf}+X)$, where $C_{\rm dir}$ and $C_{\rm unf}$ are the two self-energy costs. It is close to one when $X$ dominates both. Unfolding does not reduce the size of the device matrix.

### Worked example

The example uses round model parameters with $\nu=2$. The blocks below are labelled by the step (cell 1, cell 2, layer). Rows are separated by semicolons, and $H$ is in hartree.

- $(0,0,0)$: $H=[-0.05,\,0.03;\ 0.03,\,0.05]$, $S=[1,\,0.1;\ 0.1,\,1]$.
- $(1,0,0)$: $H=[-0.03,\,0.01i;\ 0.02,\,-0.02]$, $S=0.04\times1$.
- $(0,1,0)$: $H=[-0.02,\,0.01;\ 0.01i,\,-0.03]$, $S=0.03\times1$.
- $(0,0,1)$: $H=[-0.10,\,0.02;\ 0.01,\,-0.08]$, $S=0.10\times1$.
- $(1,0,1)$: $H=[-0.02,\,0.01i;\ 0,\,-0.01]$, $S=0.02\times1$.
- $(0,1,1)$: $H=[-0.01,\,0;\ 0.01,\,-0.02]$, $S=0.01\times1$.

Reversed steps carry the Hermitian conjugate blocks. The smallest overlap eigenvalue found on a grid of Bloch phases is 0.62, so the overlap is positive there. The energy is $E=0.05$ hartree with $\eta=10^{-4}$ hartree, the repetition is $3\times2$, and $K=(0.7,-1.1)$.

The shifted phases along the first direction are $0.7/3=0.2333$, $(0.7+2\pi)/3=2.3277$ and $(0.7+4\pi)/3=4.4221$. Along the second they are $-1.1/2=-0.55$ and $(-1.1+2\pi)/2=2.5916$. The six primitive self-energies have these broadenings; six decimals are kept because they serve to compare two evaluations of one identity.

| $k_1$ | $k_2$ | ${\rm Tr}\,\Gamma$ (hartree) |
|---|---|---|
| 0.2333 | −0.5500 | 0.373441 |
| 0.2333 | 2.5916 | 0.352244 |
| 2.3277 | −0.5500 | 0.358441 |
| 2.3277 | 2.5916 | 0.259111 |
| 4.4221 | −0.5500 | 0.383033 |
| 4.4221 | 2.5916 | 0.282340 |

Their sum is 2.008610 hartree (54.66 eV). The $12\times12$ supercell self-energy, decimated directly from matrices assembled hop by hop, has the same trace, as (11) requires.

The matrices also agree element by element. Between the first orbitals of copies $(0,0)$ and $(1,0)$, both routes give $0.01716-0.00169i$ hartree. Within copy $(0,0)$ they give $0.05081-0.08947i$ hartree, which by (12) with $m=n$ is the average of the six primitive values. The largest difference between the two matrices is $7\times10^{-15}$ hartree, while the largest element is 0.103 hartree in magnitude.

This comparison uses decimation on both sides. A further test avoids it on one side: a slab of 120 supercell layers is inverted as a single matrix, at $\eta=0.05$ hartree so that reflections from its far end die out. Its self-energy agrees with the unfolded one to better than $10^{-8}$ hartree, the tolerance of the test.

### The count in the example

At $\eta=10^{-4}$ hartree the supercell and each of its six points take $I=16$ steps, so $\gamma=311/3\approx103.7$. One primitive self-energy costs, by (17), $[16(152-2)+56-2]/3=818$ operations. For the $3\times2$ supercell, $M=12$ and

$$C(12,16)=\frac{16(32832-12)+12096-12}3=179068 .$$

The unfolded route takes $6\times818=4908$ operations for the primitive self-energies. The phase sums add $36\times4=144$, and (14) adds $(5\times3-6)\times4=36$. The total is 5088, and the saving is $179068/5088=35.2$. The leading-order formula (19) gives $36/(1+6/207.3)=35.0$.

The operations executed were counted for six repetitions, and in each case they equal these polynomials. Four of the cases are shown.

| Repetition | $N^2$ | Counted saving | Equation (19) |
|---|---|---|---|
| $2\times2$ | 16 | 15.8 | 15.7 |
| $3\times2$ | 36 | 35.2 | 35.0 |
| $4\times3$ | 144 | 136.7 | 136.1 |
| $6\times6$ | 1296 | 1106 | 1104 |

The growing shortfall from $N^2$ is the cost of the term-by-term phase sums, which is visible here because $\gamma\nu\approx207$ is small. For $6\times6$, summing one direction at a time would take $36\times12\times4=1728$ multiplications in place of $36^2\times4=5184$ and raise the saving from 1106 to 1228. Since all points take 16 steps, the extra gain from unequal step counts does not appear in this example.

### Where the construction fails

**Unshifted points.** If $k_p$ is replaced by $(2\pi p_1/N_1,2\pi p_2/N_2)$, the theorem still yields a supercell self-energy, but the one for $K=0$. In the example the largest error is 0.022 hartree, about 21% of the largest element of the true matrix.

**Reversed phase.** With $e^{-ik_p\cdot(m-n)}$ in (12), the block $B_{-d}$ stands where $B_d$ belongs. The blocks within one cell remain correct, so inspecting them does not reveal the fault. The largest error in the example is 0.035 hartree, or 34% on the same scale.

**Broken lateral periodicity.** Let the orbital energies of one copy, at $m=0$, be raised by $\delta$ in every electrode layer. The change of $A_{00}$ is $-\delta P$, with $P$ the projector on that copy. Between the points $p$ and $q$, the transformed projector has the block

$$(W^\dagger PW)_{pq}=U^*_{0p}U_{0q}\,1_\nu=\frac1N\,1_\nu .$$

The altered cell thus couples each pair of points with strength $\delta/N$, and the block-diagonal form behind the theorem is lost. For $\delta=0.02$ hartree and $N=6$ this is 0.0033 hartree in $A_{00}$. The resulting self-energy contains elements between different $k_p$ of up to 0.0026 hartree, which no sum of the form (12) can produce.

A lateral distortion that differs between copies, a magnetic order with a longer period, or a potential that varies from copy to copy violates assumption (a) in the same way. If the disturbance is confined to the first few electrode layers, these layers can be assigned to the device region. The elimination that defines $\Sigma$ is then made at the first boundary for which both the coupling across it and all layers beyond it have the primitive periodicity, and the theorem applies there.

The full numerical output follows the text.

## Numbers as computed

```
Model blocks, rows flattened: step (cell1,cell2,layer), H [hartree], S
  (0, 0, 0) H: -0.05+0.00j 0.03+0.00j 0.03+0.00j 0.05+0.00j  S: 1.00 0.10 0.10 1.00
  (1, 0, 0) H: -0.03+0.00j 0.00+0.01j 0.02+0.00j -0.02+0.00j  S: 0.04 0.00 0.00 0.04
  (0, 1, 0) H: -0.02+0.00j 0.01+0.00j 0.00+0.01j -0.03+0.00j  S: 0.03 0.00 0.00 0.03
  (0, 0, 1) H: -0.10+0.00j 0.02+0.00j 0.01+0.00j -0.08+0.00j  S: 0.10 0.00 0.00 0.10
  (1, 0, 1) H: -0.02+0.00j 0.00+0.01j 0.00+0.00j -0.01+0.00j  S: 0.02 0.00 0.00 0.02
  (0, 1, 1) H: -0.01+0.00j 0.00+0.00j 0.01+0.00j -0.02+0.00j  S: 0.01 0.00 0.00 0.01
E = 0.05 hartree, eta = 0.0001 hartree, K = (0.7, -1.1) rad, repeats (3, 2)
smallest overlap eigenvalue on the phase grid = 0.6200
block-diagonalization error of A00, A01, A10 = 7.4e-17 hartree
Shifted points: k1 [rad], k2 [rad], Tr Gamma [hartree], steps
    0.2333  -0.5500   0.373441  16
    0.2333   2.5916   0.352244  16
    2.3277  -0.5500   0.358441  16
    2.3277   2.5916   0.259111  16
    4.4221  -0.5500   0.383033  16
    4.4221   2.5916   0.282340  16
Tr Gamma: sum over points = 2.008610, supercell = 2.008610 hartree (54.6571 eV)
Sigma first orbitals, same cell (0,0)-(0,0): direct 0.050807-0.089467j, unfolded 0.050807-0.089467j hartree
Sigma first orbitals, cells (0,0)-(0,1): direct 0.015186+0.009710j, unfolded 0.015186+0.009710j hartree
Sigma first orbitals, cells (0,0)-(1,0): direct 0.017159-0.001688j, unfolded 0.017159-0.001688j hartree
largest element of |Sigma| = 0.102887 hartree
largest difference direct - unfolded = 6.7e-15 hartree
slab of 120 layers, eta = 0.05 hartree: difference from unfolding = 5.6e-17 hartree
error with unshifted points = 0.0221 hartree
error with reversed phase = 0.0347 hartree
one cell raised by 0.02 hartree in every layer: largest element mixing different k_p = 0.00264 hartree
Counts: repeats, N, steps supercell, mean steps primitive, direct ops, unfolded ops, saving, estimate, N^2
  1x1   1  16  16.00        818      822     1.00     1.00     1
  2x1   2  16  16.00       6612     1656     3.99     3.96     4
  2x2   4  16  16.00      53032     3356    15.80    15.70    16
  3x2   6  16  16.00     179068     5088    35.19    34.99    36
  4x3  12  16  16.00    1432952    10484   136.68   136.12   144
  6x6  36  16  16.00   38692968    34972  1106.40  1104.26  1296
estimate for n = 100, N = 9, 15 steps everywhere: gamma = 97.33, saving = 80.925
```
